# Antisymmetric stretching frequency of a bent Si-O-Si molecule, part 2

An oxygen atom of mass $m$ is bonded to two silicon atoms of mass $M$ in a free molecule. The bonds have length $d$ and meet at the oxygen at the angle $\theta$, whose change is $\delta\theta$. The unit vectors $\mathbf e_1,\mathbf e_2$ point from the oxygen along the bonds, and $s_1,s_2$ are the bond extensions. With stretching constant $k$ and bending constant $k_b$, the potential energy is

$$
V=\frac k2\left(s_1^2+s_2^2\right)+\frac{k_b}{2}\,d^2(\delta\theta)^2 . \tag{3}
$$

For $q=s_1-s_2$,

$$
\ddot q=-k\,G_-\,q,\qquad G_-=\frac1M+\frac{1-\cos\theta}{m}, \tag{12}
$$

so the antisymmetric stretch has $\omega_a^2=kG_-$. In it the silicon atoms move along their bonds, with displacements $a\,\mathbf e_1$ and $-a\,\mathbf e_2$. The oxygen share of the kinetic energy is

$$
f_O=\frac{(1-\cos\theta)/m}{G_-}. \tag{19}
$$

The even motions involve $p=s_1+s_2$ and $\beta=d\,\delta\theta$:

$$
\ddot p=-k\,G_+\,p+\frac{2k_b\sin\theta}{m}\,\beta,\qquad
G_+=\frac1M+\frac{1+\cos\theta}{m}. \tag{13}
$$

If a term $k's_1s_2$ is added to (3),

$$
\omega_a^2=(k-k')\,G_- . \tag{21}
$$

Frequencies are quoted as wavenumbers $\nu=\omega/2\pi c$, where $c$ is the speed of light. Masses are in atomic mass units u and force constants in N/m.

The example has $k=450$ N/m, $k_b=5$ N/m, $\theta=160^\circ$, $d=0.16$ nm, $M=27.977$ u and $m=15.995$ u. Then $G_-=0.15701\ \mathrm{u^{-1}}$, $\omega_a^2=70.65$ N/(m u), $f_O=0.772$, and

$$
\nu_a=1095.1\ \mathrm{cm^{-1}},\qquad \hbar\omega_a=135.8\ \mathrm{meV}. \tag{23}
$$

The bend lies at 156.6 cm$^{-1}$. The formula for $\omega_a^2$ was checked against finite-difference force-constant matrices (Hessians) of the potential (3).

**Dependence on the angle.** Differentiating $\omega_a^2=kG_-$ at fixed $k$ gives $2\omega_a\,d\omega_a=(k\sin\theta/m)\,d\theta$, or

$$
\frac{d\nu_a}{d\theta}=\nu_a\frac{\sin\theta}{2mG_-}. \tag{24}
$$

At $160^\circ$ this is 74.6 cm$^{-1}$ per radian, or 1.3 cm$^{-1}$ per degree. The values at 150, 170 and 180 degrees are 1078.9, 1104.9 and 1108.2 cm$^{-1}$. The slope vanishes at $180^\circ$, so the frequency carries little information on the angle of a nearly linear molecule.

**The angle from two oxygen isotopes.** Replacing one oxygen isotope by another leaves $k$ and $\theta$ unchanged within the harmonic model. Let $m_{16}=15.995$ u and $m_{18}=17.999$ u, let $\nu_{16}$ and $\nu_{18}$ be the two wavenumbers, and put $X=1-\cos\theta$. The squared frequency ratio is

$$
R=\left(\frac{\nu_{16}}{\nu_{18}}\right)^2=\frac{1/M+X/m_{16}}{1/M+X/m_{18}} . \tag{25}
$$

The force constant has cancelled. Multiplying by the denominator and collecting the terms with $X$ gives $(R-1)/M=X(1/m_{16}-R/m_{18})$, hence

$$
X=\frac{(R-1)/M}{1/m_{16}-R/m_{18}} . \tag{26}
$$

In the example $\nu_{18}=1046.9$ cm$^{-1}$, a shift of $-48.1$ cm$^{-1}$, and $R=1.09408$. The numerator of (26) is $0.003363\ \mathrm{u^{-1}}$. The denominator is $0.062520-0.060786=0.001734\ \mathrm{u^{-1}}$, which returns $X=1.94$ and the angle of $160^\circ$.

The denominator is a small difference of two nearly equal numbers, and this makes the inferred angle fragile. The logarithmic derivative of (26) is

$$
\frac1X\frac{dX}{dR}=\frac1{R-1}+\frac{1/m_{18}}{1/m_{16}-R/m_{18}}\approx10.6+32.0\approx43 . \tag{27}
$$

If $\nu_{18}$ is read 1 cm$^{-1}$ too high, $R$ changes by $-2R/\nu_{18}=-0.0021$ per cm$^{-1}$, and $X$ falls by about 9 per cent. Full use of (26) then gives an angle of $141.1^\circ$ instead of $160^\circ$. A reading 1 cm$^{-1}$ too low raises the linear estimate of $X$ to about 2.1. Since $1-\cos\theta$ cannot exceed 2, no angle fits such data.

**The real case.** The numbers are set in the regime of interstitial oxygen in silicon, where an oxygen atom sits between two neighbouring silicon atoms of the crystal and an infrared band lies roughly near 1100 cm$^{-1}$. The bond length is typical of Si-O bonds. The angle is a rough choice, and $k$ was chosen to place the vibration in this region, so the closeness of (23) to the band is no evidence for the model. The real defect breaks the assumption of a free molecule, because each silicon atom has three further bonds. It also has anharmonic bonds and a soft, wide motion of the oxygen across the Si-Si line. The following estimates give the size of these effects for the present parameters. They are model results too, and they are not an explanation of the measured isotope shift of the defect.

**Attachment to the lattice.** Each of the two silicon atoms is bonded to three more silicon atoms, whose own outer bonds end on fixed atoms. A Si-Si bond along the unit vector $\mathbf b$ is represented by a spring constant $k_L=150$ N/m along $\mathbf b$ and $k_T=10$ N/m across it. Its stiffness matrix is $k_T\mathbf 1+(k_L-k_T)\mathbf b\mathbf b^{T}$. For four tetrahedral bonds the sum of $\mathbf b\mathbf b^T$ is $\tfrac43\mathbf 1$, so an atom in the perfect crystal has the stiffness $\tfrac43(k_L+2k_T)=227$ N/m. Two sublattices moving against each other have the reduced mass $M/2$ per pair. This puts the optical phonon at 524 cm$^{-1}$, roughly where that of silicon lies.

The three back bonds of a silicon atom next to the oxygen make equal angles with the Si-Si line, and the squared cosine of that angle is $1/9$. Their total stiffness is $3k_T+\tfrac39(k_L-k_T)=76.7$ N/m along this line and $3k_T+\tfrac{12}{9}(k_L-k_T)=216.7$ N/m across it. The Si-O bond is tilted from the line by $10^\circ$, so the stiffness along $\mathbf e_1$ is

$$
K=76.7\cos^2 10^\circ+216.7\sin^2 10^\circ=80.9\ \mathrm{N/m}. \tag{28}
$$

To first order the shape of the vibration is kept and the outer atoms stay at rest. The back bonds add the potential energy $\tfrac12Ka^2$ for each silicon atom. Twice the added energy is $2Ka^2$. The corresponding mass-weighted sum of squared amplitudes is $2Ma^2/(1-f_O)$, because the silicon pair holds the fraction $1-f_O$ of it. The quotient is the change of the squared frequency:

$$
\delta(\omega_a^2)=(1-f_O)\frac KM . \tag{29}
$$

This amounts to $0.66$ N/(m u) against $70.65$ N/(m u), and to $+5.1$ cm$^{-1}$ in $\nu_a$. The vibration of the whole cluster lies $5.6$ cm$^{-1}$ above that of the free molecule. The remaining $0.5$ cm$^{-1}$ comes from what first order leaves out: the motion of the outer atoms and the change of the vibration's shape. The shift is small because the vibration is fast and the silicon atoms hold less than a quarter of its kinetic energy. Springs across the bonds represent angular forces crudely, so the shift is an estimate of size.

**Why this small shift spoils the inferred angle.** When (26) is applied to the cluster frequencies for the two isotopes, it returns $X=1.762$ and an angle of $139.7^\circ$, although the geometry has $160^\circ$. The main cause can be seen from the silicon equation of motion with a back-bond force along $\mathbf e_1$ alone:

$$
-M\omega^2a=-ks_1-Ka\quad\Longrightarrow\quad
-\left(M-\frac K{\omega^2}\right)\omega^2a=-ks_1 . \tag{30}
$$

The silicon atom behaves as if its mass were $M-K/\omega^2$. With the free-molecule frequencies, the reduction is 1.145 u for the light oxygen isotope and 1.253 u for the heavy one. Using these masses in (25) lowers $R$ from 1.0941 to 1.0920, and (26) with the unmodified $M$ then gives $X=1.775$. This accounts for most of the error.

**Stretch-stretch coupling.** For an assumed $k'=20$ N/m, (21) multiplies the frequency by $\sqrt{430/450}$ and shifts it by $-24.6$ cm$^{-1}$. A negative $k'$ would raise the frequency. The factor $k-k'$ cancels from (25), so this coupling does not disturb the isotope method.

**Anharmonicity.** Each bond is given the Morse energy $D(1-e^{-\alpha s})^2$ with an assumed depth $D=4.5$ eV and with $2D\alpha^2=k$, which preserves the harmonic force constant. The quantum levels for $s_1$ and $s_2$ are then computed with the bend left out: the momentum conjugate to $\delta\theta$ is set to zero, and the kinetic coefficients $G_-$ and $G_+$, the latter from (13), keep their values at the equilibrium angle. The first odd excitation lies $14.3$ cm$^{-1}$ below the harmonic value.

At $90^\circ$ the bonds decouple and the Morse levels are known in closed form:

$$
E_n=\hbar\omega\left(n+\tfrac12\right)-\frac{(\hbar\omega)^2}{4D}\left(n+\tfrac12\right)^2,\qquad
E_1-E_0=\hbar\omega-\frac{(\hbar\omega)^2}{2D}. \tag{31}
$$

The harmonic wavenumber there is 866.3 cm$^{-1}$, and (31) lowers it by about 10 cm$^{-1}$. The two-bond calculation was tested in this case and agreed with (31) within 0.01 cm$^{-1}$.

Applied to the anharmonic frequencies at $160^\circ$, (26) gives $148.6^\circ$. The lighter isotope has the larger quantum and is lowered by the larger fraction, which reduces $R$. If the shift is assumed to scale with the square of the frequency, as in (31), the heavy isotope is lowered by 13.1 cm$^{-1}$. With unrounded frequencies this gives $X=1.84$, close to the computed 1.854.

**Spread of the angle.** The bend is about seven times slower than the antisymmetric stretch, so the stretching frequency can be averaged over the angles that the bend visits. For a harmonic bend of wavenumber 156.6 cm$^{-1}$ at the temperature $T=300$ K, half the mean energy is potential energy. With $\omega_b$ the bending frequency and $k_B$ the Boltzmann constant, the variance $\sigma^2$ of the angle obeys

$$
k_b d^2\sigma^2=\frac{\hbar\omega_b}{2}\coth\frac{\hbar\omega_b}{2k_BT}. \tag{32}
$$

This gives $\sigma=10.5^\circ$. The Gaussian average of $\cos\theta$ is $\cos\theta$ times $e^{-\sigma^2/2}$, which lowers $X$ by 0.016. The averaged wavenumber lies $3.5$ cm$^{-1}$ below the value at $160^\circ$. This average leaves out rotation of the molecule about its long axis. The moment of inertia about that axis grows as the molecule bends, so thermal rotation favours smaller angles and increases the shift. Classically the Gaussian is multiplied by $\sin\theta$. This moves the mean angle by about $\sigma^2\cot\theta\approx-5^\circ$ and, with the slope (24), lowers the wavenumber by a further 7 cm$^{-1}$ or so, to a total shift near $-10$ cm$^{-1}$. The spread is half the distance to the linear shape, so a single angle describes such a molecule poorly, and the harmonic treatment of the bend is itself rough.

**Unequal silicon isotopes.** If one silicon atom has the mass $M'=29.974$ u, the exchange symmetry is lost and $q$ mixes with the even motions. To first order in the mass difference, $1/M$ in $G_-$ is replaced by the mean of $1/M$ and $1/M'$, because both bonds have equal weight in $q$. This lowers $G_-$ by 0.76 per cent and the frequency by half that fraction, about 4 cm$^{-1}$. The full calculation gives $-4.1$ cm$^{-1}$.

**What the formula can be used for.** At 300 K the Boltzmann factor of one stretching quantum is 0.005, so thermal excitation of the stretch itself matters little. The largest shifts found here are those of stretch coupling and anharmonicity, 2.2 and 1.3 per cent of the frequency. Since $\omega_a^2$ is proportional to $k$, a force constant fitted to a measured band absorbs such shifts by changing about twice as much in relative terms, and it is then an effective constant. The angle has no such freedom. The lattice shift of 0.5 per cent moved the isotope angle by 20 degrees, and the anharmonic shift of 1.3 per cent moved it by 11 degrees. The bending motion matters too: it lowers the average of $X$, and (26) then returns too small an angle. Within this model, a trustworthy equilibrium angle from (26) therefore requires that the ratio of the two frequencies be corrected for all three effects, with an error well below that caused by misreading one line by 1 cm$^{-1}$. The model values behind these comparisons are collected in the numerical output. For the real defect these corrections are not enough. All three lower the $X$ that (26) returns, whereas the low-temperature lines of interstitial oxygen, near 1136 and 1085 cm$^{-1}$ for the two isotopes, give $X\approx2.2$, which no angle fits. The real isotope ratio thus departs from the free-molecule formula in the direction opposite to the effects modelled here.

## Computed results

```
INPUTS
stretching constant k: 450 N/m
bending constant kb: 5 N/m
angle theta: 160 degrees
bond length: 0.16 nm
temperature: 300 K
masses Si-28, Si-30: 27.977, 29.974 u
masses O-16, O-18: 15.995, 17.999 u
FREE HARMONIC MOLECULE
1 - cos theta: 1.9397
silicon term 1/mSi: 0.03574 1/u
oxygen term (1-cos theta)/mO: 0.12127 1/u
bracket: 0.15701 1/u
antisymmetric stretch: 1095.1 cm^-1 = 135.8 meV
same from Hessian: 1095.1 cm^-1
largest relative error of squared frequency: 4.7e-07
even stretch, kb = 0: 549.4 cm^-1
even stretch, kb = 5 N/m: 551.3 cm^-1
bending mode: 156.6 cm^-1
oxygen share of kinetic energy: 0.7724
antisymmetric stretch at 90 degrees: 866.3 cm^-1
antisymmetric stretch at 150 degrees: 1078.9 cm^-1
antisymmetric stretch at 170 degrees: 1104.9 cm^-1
antisymmetric stretch at 180 degrees: 1108.2 cm^-1
OXYGEN ISOTOPES
stretch with O-18: 1046.9 cm^-1
isotope shift: -48.1 cm^-1
squared frequency ratio R: 1.09408
angle from Hessian frequencies: 160.00 degrees
angle if O-18 line is read 1 cm^-1 high: 141.1 degrees
NEGLECTED EFFECTS (shift of the stretch)
lattice springs, along and across: 150, 10 N/m
optical phonon of these springs: 524 cm^-1
back-bond stiffness along Si-O: 80.9 N/m
lattice attachment: +5.6 cm^-1
lattice attachment, first order: +5.1 cm^-1
assumed stretch-stretch constant: 20 N/m
stretch-stretch coupling: -24.6 cm^-1
assumed Morse depth: 4.5 eV
anharmonicity: -14.3 cm^-1
rms spread of angle: 10.5 degrees
spread of angle: -3.5 cm^-1
one Si-30 atom: -4.1 cm^-1
Boltzmann factor of stretch quantum: 0.0052
APPARENT ANGLE FROM THE ISOTOPE RATIO
with lattice, 1 - cos theta: 1.762
with lattice, angle: 139.7 degrees
with Morse bonds, 1 - cos theta: 1.854
with Morse bonds, angle: 148.6 degrees
```
